\section*{Cold Right-Hand Waves along a Magnetic Field: Cyclotron Resonance and Cutoff, part 1}

(Sections cited here and not found follow in the second part.)

\section{The wave in a uniform cold plasma}

\textbf{Q.} You want to treat a ``right-hand'' wave travelling along a magnetic field. Right-handed with respect to what? If I reverse the direction of travel, does the hand change?

\textbf{A.} The hand is fixed by the static field, not by the direction of travel. Let the field be $\mathbf B=B\hat{\mathbf z}$ with $B>0$, let the electron have charge $-e$ and mass $m$, and define the positive cyclotron frequency $\omega_c=eB/m$. With no wave present, $m\,d\mathbf v/dt=-e\,\mathbf v\times\mathbf B$. Since $\mathbf v\times\hat{\mathbf z}=(v_y,-v_x,0)$,
\begin{equation}
\frac{dv_x}{dt}=-\omega_c v_y,\qquad \frac{dv_y}{dt}=\omega_c v_x ,
\end{equation}
which is solved by $(v_x,v_y)=u(\cos\omega_c t,\sin\omega_c t)$. The velocity turns from $x$ towards $y$. With the thumb of the right hand along $\mathbf B$, this is the sense of the curled fingers.

Wave quantities are written as complex amplitudes times $e^{i(kz-\omega t)}$ with $\omega>0$, and the physical quantity is the real part. At $z=0$ the field $E_0(\hat{\mathbf x}+i\hat{\mathbf y})$ with real $E_0$ means
\begin{equation}
\mathrm{Re}\,[E_0(\hat{\mathbf x}+i\hat{\mathbf y})e^{-i\omega t}]
=E_0(\hat{\mathbf x}\cos\omega t+\hat{\mathbf y}\sin\omega t),
\end{equation}
because $\mathrm{Re}\,[i(\cos\omega t-i\sin\omega t)]=\sin\omega t$. This field turns in the same sense as the electrons. Replacing $k$ by $-k$ does not alter the rotation in time at a fixed place, so the wave stays right-handed in this convention.

\textbf{Q.} An electron in the wave feels the wave's magnetic field too, and it moves through a field that varies in space. Where do those effects go?

\textbf{A.} They are of second order in the wave amplitude. The plasma is uniform, with electron density $N$ and fixed ions that neutralise it. It is cold, meaning that the electrons are at rest before the wave arrives, and for now there are no collisions. The velocity $\mathbf v$ is then itself proportional to the wave field. The force $-e\mathbf v\times\mathbf B_1$, with $\mathbf B_1$ the wave's magnetic field, is a product of two small quantities, and so is the convective term $(\mathbf v\cdot\nabla)\mathbf v$. To first order,
\begin{equation}
m\frac{\partial\mathbf v}{\partial t}=-e\mathbf E-e\,\mathbf v\times\mathbf B .
\label{eq:force}
\end{equation}

\textbf{Q.} Why should the velocity have the same circular polarisation as the field? The magnetic force mixes the $x$ and $y$ components.

\textbf{A.} It mixes them in a way that leaves this combination intact. With $\hat{\mathbf x}\times\hat{\mathbf z}=-\hat{\mathbf y}$ and $\hat{\mathbf y}\times\hat{\mathbf z}=\hat{\mathbf x}$,
\begin{equation}
(\hat{\mathbf x}+i\hat{\mathbf y})\times\hat{\mathbf z}
=-\hat{\mathbf y}+i\hat{\mathbf x}=i(\hat{\mathbf x}+i\hat{\mathbf y}).
\end{equation}
Put $\mathbf v=v_0(\hat{\mathbf x}+i\hat{\mathbf y})$ into Eq.~(\ref{eq:force}). The time derivative gives $-i\omega$, and every term carries the same vector, which cancels:
\begin{align}
-i\omega m v_0&=-eE_0-ieBv_0,\\
-i(\omega-\omega_c)v_0&=-\frac{eE_0}{m},\\
v_0&=-\frac{ieE_0}{m(\omega-\omega_c)} .
\label{eq:v}
\end{align}
The last step uses $1/i=-i$. For the opposite rotation, $\hat{\mathbf x}-i\hat{\mathbf y}$, the cross product returns $-i$ times the vector. The denominator then contains $\omega+\omega_c$, which does not vanish.

\textbf{Q.} At $\omega=\omega_c$ you have divided by zero. What does the electron really do there?

\textbf{A.} It has no steady oscillation, so the initial condition has to be kept. Hold the field amplitude fixed and follow an electron that starts from rest. For the real velocity components define $w=v_x+iv_y$. The rotating field of the wave is $E_0e^{i\omega t}$ in this notation, and the two components of Eq.~(\ref{eq:force}) combine into
\begin{equation}
\frac{dw}{dt}=i\omega_c w-\frac{eE_0}{m}e^{i\omega t}.
\end{equation}
Set $w=s\,e^{i\omega_c t}$, which removes the free rotation:
\begin{equation}
\frac{ds}{dt}=-\frac{eE_0}{m}e^{i(\omega-\omega_c)t}.
\end{equation}
At $\omega=\omega_c$ the right side is constant, so $|w|=|s|=eE_0t/m$. The velocity stays antiparallel to the field and the power delivered is $-e\mathbf E\cdot\mathbf v=e^2E_0^2t/m$. Away from equality, integration gives
\begin{equation}
|w|=\frac{2eE_0}{m|\omega-\omega_c|}\left|\sin\frac{(\omega-\omega_c)t}{2}\right| ,
\end{equation}
so the electron gains energy and returns it. For the opposite rotation, $\omega$ changes sign in the exponent and the speed never exceeds $2eE_0/[m(\omega+\omega_c)]$. The zero of the denominator in Eq.~(\ref{eq:v}) therefore marks a continued energy gain by electrons that turn in step with the field.

\textbf{Q.} That concerns one electron in a prescribed field. A wave must produce its own field. How do you close the loop?

\textbf{A.} With Maxwell's equations. All quantities depend on $z$ alone and the fields are transverse, so $\nabla\cdot\mathbf E=0$. No charge accumulates, because $v_z=0$ to first order. Faraday's law $\nabla\times\mathbf E=-\partial\mathbf B_1/\partial t$ becomes
\begin{equation}
ik\,\hat{\mathbf z}\times\mathbf E=i\omega\mathbf B_1
\quad\Rightarrow\quad
\mathbf B_1=\frac{k}{\omega}\,\hat{\mathbf z}\times\mathbf E .
\label{eq:B1}
\end{equation}
The Amp\`ere--Maxwell law $\nabla\times\mathbf B_1=\mu_0\mathbf J+c^{-2}\partial\mathbf E/\partial t$ becomes
\begin{equation}
ik\,\hat{\mathbf z}\times\mathbf B_1=\mu_0\mathbf J-\frac{i\omega}{c^2}\mathbf E .
\end{equation}
Insert $\mathbf B_1$ and use $\hat{\mathbf z}\times(\hat{\mathbf z}\times\mathbf E)=-\mathbf E$ for a transverse vector. The left side is $-i(k^2/\omega)\mathbf E$. Multiplying the equation by $i\omega$ gives
\begin{equation}
k^2\mathbf E=\frac{\omega^2}{c^2}\mathbf E+i\omega\mu_0\mathbf J .
\label{eq:wave}
\end{equation}
Multiply by $c^2/\omega^2$ and use $\mu_0c^2=1/\varepsilon_0$. With the refractive index $n=ck/\omega$ and the amplitude $J_0$ of the current,
\begin{equation}
n^2=1+\frac{iJ_0}{\varepsilon_0\omega E_0}.
\label{eq:nJ}
\end{equation}
The electron current is $J_0=-eNv_0=iNe^2E_0/[m(\omega-\omega_c)]$. The two factors of $i$ multiply to $-1$. With $\omega_p^2=Ne^2/(\varepsilon_0m)$,
\begin{equation}
n^2=1-\frac{\omega_p^2}{\omega(\omega-\omega_c)}=1-\frac{X}{1-Y},
\qquad X=\frac{\omega_p^2}{\omega^2},\quad Y=\frac{\omega_c}{\omega}.
\label{eq:R}
\end{equation}
For $B=0$ this is the unmagnetised result $n^2=1-X$, and for $N=0$ it is the vacuum result $n^2=1$.

\textbf{Q.} You assumed a polarisation and then found a relation. Could the coupled equations hold other right-hand waves that your route misses?

\textbf{A.} Count the roots. Multiplying Eq.~(\ref{eq:R}) by $\omega^2(\omega-\omega_c)$ gives a cubic at fixed $k$:
\begin{equation}
(c^2k^2-\omega^2)(\omega-\omega_c)+\omega_p^2\,\omega=0 .
\end{equation}
For $k\neq0$ the left side is positive at large negative $\omega$, negative at $\omega=0$, positive at $\omega=\omega_c$ and negative at large positive $\omega$. There is therefore one negative root, one root between 0 and $\omega_c$, and one above $\omega_c$. A negative $\omega$ reverses the rotation in time, so the negative root is a left-hand wave, and two right-hand waves remain. A direct count is also available. The Maxwell and force equations can be written as one matrix acting on the components of $\mathbf E$, $\mathbf B_1$ and $\mathbf v$, with no polarisation assumed, and the frequencies found as its eigenvalues. For $\omega_p=1.4$ and $\omega_c=0.8$ in a common unit, and $ck=0.4$, $1.1$ and $3.0$, there are two positive right-hand frequencies at each $k$. All six satisfy Eq.~(\ref{eq:R}) to better than one part in $10^8$. One branch lies below $\omega_c$ and the other above it.

\textbf{Q.} Then where is the resonance of the wave? Is it the same thing as the resonance of the electron?

\textbf{A.} A wave resonance is a place where $k\to\infty$ at fixed $\omega$. In Eq.~(\ref{eq:R}) with $N\neq0$ this requires $\omega=\omega_c$, whatever the density. In this geometry the two resonances coincide. The field at which it happens is
\begin{equation}
B_{\rm res}=\frac{m\omega}{e}.
\end{equation}
The two sides differ. For $Y>1$, where the field exceeds $B_{\rm res}$,
\begin{equation}
n^2=1+\frac{X}{Y-1}>1 ,
\label{eq:high}
\end{equation}
and $n^2\to+\infty$ as $Y\to1$. The wavelength shrinks to zero as the wave comes down to the resonance. For $Y$ just below 1, $n^2\to-\infty$ and the wave is evanescent. A propagating wave can therefore approach the resonance continuously from the high-field side, but not from the low-field side.

\textbf{Q.} I was told that this wave has a ``low-density cutoff''. Equation~(\ref{eq:high}) never reaches zero, so I see no cutoff at all.

\textbf{A.} On the high-field side there is none, at any density. The phrase needs the condition $\omega>\omega_c$. A cutoff is a zero of $n^2$. From Eq.~(\ref{eq:R}), $n^2=0$ means
\begin{equation}
\omega^2-\omega\omega_c-\omega_p^2=0 ,\qquad
\omega_R=\frac{\omega_c+\sqrt{\omega_c^2+4\omega_p^2}}{2},
\end{equation}
where the root with the minus sign is negative and is dropped. The square root exceeds $\omega_c$ when $N>0$, so $\omega_R>\omega_c$. In terms of density, with $N_c=\varepsilon_0m\omega^2/e^2$ so that $X=N/N_c$, the cutoff is
\begin{equation}
X=1-Y,\qquad N_{\rm cut}=N_c(1-Y)\qquad(Y<1).
\label{eq:cut}
\end{equation}
``Low'' is apt in the sense that $N_{\rm cut}$ lies below $N_c$, the cutoff density without a field, and falls to zero as $Y\to1$ from below. It is an upper limit for propagation on the low-field side: the wave travels for $N<N_{\rm cut}$ and is evanescent for $N>N_{\rm cut}$.

\textbf{Q.} Why does a magnetic field make the plasma opaque at a lower density? Each electron is the same electron.

\textbf{A.} Each electron responds more strongly. At cutoff $k=0$, so $\mathbf B_1=0$ by Eq.~(\ref{eq:B1}), and the electron current cancels the displacement current. By Eq.~(\ref{eq:v}) the current per electron is larger by the factor $\omega/(\omega-\omega_c)=1/(1-Y)$ than without the field. Fewer electrons, by the factor $1-Y$, are enough for the cancellation. For $Y>1$ the electron current has reversed its phase and adds to the displacement current, so no cancellation can occur.

\textbf{Q.} In a machine the density may be nearly uniform while the field varies. How does the cutoff look then?

\textbf{A.} Solve $X=1-Y$ for the field:
\begin{equation}
B_{\rm cut}=B_{\rm res}(1-X)\qquad(X<1).
\label{eq:Bcut}
\end{equation}
Going up in field at fixed density, one meets a propagating region, then the cutoff, then an evanescent layer, then the resonance, and beyond it a propagating region again. If $X>1$, then $X>1-Y$ for every $Y$ between 0 and 1, and the whole low-field side is evanescent.

\textbf{Q.} Does ``evanescent'' mean that the plasma absorbs the wave there?

\textbf{A.} No. The time-averaged energy flux is $\mathrm{Re}(\mathbf E\times\mathbf B_1^*)/(2\mu_0)$. With Eq.~(\ref{eq:B1}) its $z$ component is $\mathrm{Re}(k)|\mathbf E|^2/(2\mu_0\omega)$. For $n^2<0$ the wavenumber is imaginary and the flux of a single decaying wave is zero. In a layer too thick to tunnel through, and without losses, the incident power is reflected.

\textbf{Q.} Put numbers on this.

\textbf{A.} Take a frequency of 2.45~GHz, for which the vacuum wavenumber is $k_0=\omega/c=51.35$~m$^{-1}$ and the vacuum wavelength 122.4~mm. The formulas give $B_{\rm res}=875.2$~G (87.52~mT) and $N_c=7.446\times10^{10}$~cm$^{-3}$. At 800~G, $Y=800/875.2=0.9140$ and
\begin{equation}
N_{\rm cut}=7.446\times10^{10}\times0.0860=6.40\times10^{9}\ \text{cm}^{-3}.
\end{equation}
Now take an operating density of $10^{11}$~cm$^{-3}$, so $X=1.343$. At 800~G, $n^2=1-1.343/0.0860=-14.6$, and the field decays by a factor $e$ in $1/(k_0\sqrt{14.6})=5.1$~mm. At 950~G, $Y=1.0854$ and $n^2=1+1.343/0.0854=16.7$. The index is 4.09 and the wavelength is $122.4/4.09=29.9$~mm. The density is the same in both cases, and for the right-hand wave the change from opaque to transparent comes from the field alone.

In a uniform, cold, collisionless plasma, the right-hand wave along the field has its resonance at $\omega=\omega_c$ and can propagate right up to it only from the high-field side; on the low-field side an evanescent region lies in front of it. It remains to find what limits the infinite index, how much power crosses the evanescent layer when the field varies in space, and what changes when thermal motion, moving ions and a tilted wave are considered.

All numerical values are calculated from the stated model.
